# Exchange and Gap Narrowing in Electron Gases with Ellipsoidal Valleys

## 1. Definitions and conventions

A conduction band has $\nu$ equivalent valleys. With $\mathbf k$ measured from a valley minimum and $z$ along that valley's axis, the band energy is

$$\varepsilon_{\mathbf k}=\frac{\hbar^2}{2}\left(\frac{k_x^2+k_y^2}{m_t}+\frac{k_z^2}{m_l}\right),\qquad \rho=\frac{m_t}{m_l}.$$

The total electron density is $n$. The temperature is zero, and all valleys and both spins are equally filled. Electrons repel each other through

$$V(r)=\frac{C}{r},\qquad C=\frac{e^2}{4\pi\epsilon_0\epsilon},$$

where $\epsilon$ is the constant relative permittivity of the undoped crystal. The Fourier transform of $V$ is $4\pi C/k^2$.

The exchange energy is taken to first order in $C$, so it is evaluated with the Fermi surface of the non-interacting electrons. Two further approximations define the model. Bloch overlaps within a valley are set to one, and exchange between different valleys is dropped; Section 8 estimates its size. The result to be derived is the exchange energy per electron,

$$e_x=-\frac{3C}{4\pi}\,(3\pi^2 n)^{1/3}\,\nu^{-1/3}\,\Phi(\rho),\qquad
\Phi(\rho)=\rho^{1/6}\,\frac{\arcsin\sqrt{1-\rho}}{\sqrt{1-\rho}} .$$

This form of $\Phi$ holds for $\rho<1$. The form for $\rho>1$ appears in Section 4.

## 2. The pocket and its exchange energy

The occupied states of one valley fill an ellipsoid with semi-axes $K_i=\sqrt{2m_iE_F}/\hbar$. Its volume is $\tfrac{4\pi}{3}K_t^2K_l$, and each volume $(2\pi)^3$ of $\mathbf k$-space holds two electrons per unit volume of crystal. Hence

$$\frac n\nu=\frac{2}{8\pi^3}\,\frac{4\pi}{3}K_t^2K_l=\frac{k_F^3}{3\pi^2},\qquad k_F^3\equiv K_t^2K_l .$$

So $k_F=(3\pi^2n/\nu)^{1/3}$ is the geometric mean of the semi-axes. With $m_d=(m_t^2m_l)^{1/3}$, the definition of $K_i$ gives $E_F=\hbar^2k_F^2/2m_d$.

In a Slater determinant, each pair of electrons with equal spin contributes minus the interaction at their momentum difference. Counting pairs gives a factor $\tfrac12$ and the two spin directions give a factor 2, so the factors cancel. The exchange energy of one pocket per unit crystal volume is

$$w=-\int\!\!\int_{\rm occ}\frac{d^3k\,d^3k'}{(2\pi)^6}\,\frac{4\pi C}{|\mathbf k-\mathbf k'|^2}.$$

## 3. Turning the ellipsoid into a ball

Set

$$k_i=\sqrt{a_i}\,q_i,\qquad a_i=\frac{m_i}{m_d},\qquad a_t^2a_l=1 .$$

The last relation makes the Jacobian equal to one. The condition $\sum_i k_i^2/m_i\le 2E_F/\hbar^2$ becomes $q^2\le 2m_dE_F/\hbar^2=k_F^2$, which is a ball. The anisotropy has moved into the interaction. For $\mathbf Q=\mathbf q-\mathbf q'$, with $u$ the cosine of the angle between $\mathbf Q$ and the $z$ axis,

$$|\mathbf k-\mathbf k'|^2=Q^2A(u),\qquad A(u)=a_t(1-u^2)+a_lu^2 .$$

At fixed $\mathbf Q$, the integral over $\mathbf q$ gives the common volume $W(Q)$ of two balls of radius $k_F$ whose centres are $Q$ apart. This volume consists of two caps of height $h=k_F-Q/2$, each of volume $\pi h^2(3k_F-h)/3$. With $x=Q/2k_F$,

$$W=\frac{2\pi}{3}k_F^3(1-x)^2(2+x)=\frac{2\pi}{3}k_F^3(2-3x+x^3).$$

The factor $Q^2$ in $d^3Q=Q^2dQ\,d\Omega$ cancels the $1/Q^2$ of the interaction. The radial and angular integrals therefore separate:

$$\int_0^{2k_F}\!W\,dQ=2k_F\,\frac{2\pi}{3}k_F^3\left(2-\frac32+\frac14\right)=\pi k_F^4,$$

$$\int\frac{d\Omega}{A}=4\pi\Phi,\qquad \Phi\equiv\int_0^1\frac{du}{A(u)} .$$

Collecting the factors,

$$w=-\frac{4\pi C}{64\pi^6}\,(4\pi\Phi)(\pi k_F^4)=-\frac{C\,k_F^4}{4\pi^3}\,\Phi .$$

Division by the pocket density $k_F^3/3\pi^2$ gives the energy per electron,

$$e_x=-\frac{3C k_F}{4\pi}\,\Phi .$$

Every pocket has the same energy per electron, so this is also the value for the whole gas. Inserting $k_F=(3\pi^2n)^{1/3}\nu^{-1/3}$ produces the valley factor.

## 4. The angular integral

From $m_d^3=m_t^2m_l$ it follows that $a_t^3=m_t/m_l=\rho$. Therefore

$$a_t=\rho^{1/3},\qquad a_l=\frac{a_t}{\rho}=\rho^{-2/3}.$$

Let $b=a_l-a_t$, so that $A=a_t+bu^2$. For $\rho<1$, $b$ is positive and

$$\Phi=\frac{1}{\sqrt{a_tb}}\arctan\sqrt{\frac{b}{a_t}} .$$

The two combinations needed are

$$\frac b{a_t}=\frac{1-\rho}{\rho},\qquad a_tb=a_t^2\,\frac{1-\rho}{\rho}=\rho^{-1/3}(1-\rho).$$

An angle whose tangent is $\sqrt{(1-\rho)/\rho}$ has cosine $\sqrt\rho$ and sine $\sqrt{1-\rho}$. The arctangent therefore equals $\arcsin\sqrt{1-\rho}$, and the prefactor is $\rho^{1/6}/\sqrt{1-\rho}$. This is the stated factor.

For $\rho>1$, $b$ is negative and the integral gives an inverse hyperbolic tangent of $\sqrt{(\rho-1)/\rho}$. A number with this hyperbolic tangent has hyperbolic sine $\sqrt{\rho-1}$, so

$$\Phi=\rho^{1/6}\,\frac{\operatorname{arcsinh}\sqrt{\rho-1}}{\sqrt{\rho-1}}\qquad(\rho>1).$$

At $\rho=1$, $A=1$ and $\Phi=1$. The formula then reduces to the isotropic electron gas with $\nu$ valleys.

## 5. What the two factors do

**Anisotropy weakens exchange at fixed density.** For $\rho<1$ put $\rho=\cos^2\theta$, which gives $\Phi=\theta\cos^{1/3}\theta/\sin\theta$. The claim $\Phi\le1$ is then equivalent to $F\ge0$ with

$$F(\theta)=\sin\theta\,\cos^{-1/3}\theta-\theta,\qquad F(0)=0 .$$

With $c=\cos^{2/3}\theta$, the derivative is

$$F'=c+\frac{1-c^3}{3c^2}-1=\frac{2c^3-3c^2+1}{3c^2}=\frac{(c-1)^2(2c+1)}{3c^2}\ge0 .$$

For $\rho>1$ put $\rho=\cosh^2\eta$, $F=\sinh\eta\,\cosh^{-1/3}\eta-\eta$ and $c=\cosh^{2/3}\eta$. The derivative is $c-(c^3-1)/(3c^2)-1$, which is the same expression. Thus $\Phi\le1$, with equality at $\rho=1$. At a given density, a spherical pocket keeps the occupied momenta closest together in the sense that matters for a $1/k^2$ interaction.

The reduction is slow at first. With $\delta=1-\rho$,

$$\rho^{1/6}=1-\frac{\delta}{6}-\frac{5\delta^2}{72}+\dots,\qquad \frac{\arcsin\sqrt\delta}{\sqrt\delta}=1+\frac{\delta}{6}+\frac{3\delta^2}{40}+\dots$$

The linear terms cancel in the product, leaving $\Phi=1-\delta^2/45+\dots$. For a needle-shaped pocket, $\rho\to0$, the arcsine tends to $\pi/2$ and $\Phi\to\tfrac{\pi}{2}\rho^{1/6}$. The factor vanishes in this limit, but with a small power.

**More valleys weaken exchange at fixed density.** Each electron has fewer exchange partners in its own pocket. The Fermi energy falls faster, as $\nu^{-2/3}$ at fixed masses, so the ratio $|e_x|/E_F$ grows as $\nu^{1/3}$.

**Unequal filling.** If strain makes the valley densities $n_v$ different, the pocket energies of Section 3 add up to

$$\sum_v w_v=-\frac{3C}{4\pi}(3\pi^2)^{1/3}\,\Phi\sum_v n_v^{4/3}.$$

The factor $\nu^{-1/3}$ is the special case $n_v=n/\nu$. Since $n_v^{4/3}$ is convex, equal filling gives the weakest exchange at fixed $n$. Moving all electrons from six valleys into two multiplies $e_x$ by $3^{1/3}$.

## 6. Three energies that may be called the shift

An electron at $\mathbf k$ has the exchange self-energy

$$\Sigma(\mathbf k)=-\int_{\rm occ}\frac{d^3k'}{(2\pi)^3}\,\frac{4\pi C}{|\mathbf k-\mathbf k'|^2},$$

where the integral covers its own pocket and one spin.

**Valley bottom.** At $\mathbf k=0$ the scaling of Section 3 gives

$$\Sigma(0)=-\frac{4\pi C}{8\pi^3}\int\frac{d\Omega}{A}\int_0^{k_F}\!dq=-\frac{C}{2\pi^2}\,4\pi\Phi\,k_F=-\frac{2Ck_F}{\pi}\Phi=\frac83\,e_x .$$

**Average over occupied states.** The exchange energy counts each pair once, whereas the sum of self-energies counts it twice. Hence $\langle\Sigma\rangle=2e_x$.

**Chemical potential.** Since $n e_x\propto n^{4/3}$,

$$\mu_x=\frac{d(ne_x)}{dn}=\frac43\,e_x=-\frac{Ck_F}{\pi}\Phi .$$

This is also the average of $\Sigma$ over the surface of the scaled ball. Adding electrons thickens the ball by a uniform shell, and each added electron changes the exchange energy by its own $\Sigma$.

The gap narrowing depends on which quantity is meant. In this model the valence edge does not move. The distance from the valence edge to the valley bottom shrinks by $|\Sigma(0)|$. The distance from the valence edge to the chemical potential is smaller by $|\mu_x|$ than band filling alone would give. The second quantity governs equilibrium carrier statistics, and it is half of the first.

## 7. Variation over the Fermi surface

Take a surface point $k_F\hat{\mathbf s}$ of the scaled ball. A ray in direction $\hat{\mathbf n}$ stays inside the ball over a length $2k_F\max(0,-\hat{\mathbf n}\cdot\hat{\mathbf s})$. Because $A$ is the same for $\hat{\mathbf n}$ and $-\hat{\mathbf n}$, this length may be replaced by its even part, $k_F|\hat{\mathbf n}\cdot\hat{\mathbf s}|$:

$$\Sigma(\hat{\mathbf s})=-\frac{Ck_F}{2\pi^2}\int d\Omega\,\frac{|\hat{\mathbf n}\cdot\hat{\mathbf s}|}{A(u)} .$$

The average of $|\hat{\mathbf n}\cdot\hat{\mathbf s}|$ over $\hat{\mathbf s}$ is $\tfrac12$, which again gives $-Ck_F\Phi/\pi$.

At the tip on the $z$ axis, $|\hat{\mathbf n}\cdot\hat{\mathbf s}|=|u|$, and

$$\int d\Omega\,\frac{|u|}{A}=4\pi\int_0^1\frac{u\,du}{a_t+bu^2}=\frac{2\pi}{b}\ln\frac{a_l}{a_t},\qquad
\Sigma_{\rm tip}=-\frac{Ck_F}{\pi}\,\frac{\ln(1/\rho)}{b}.$$

On the equator, $|\hat{\mathbf n}\cdot\hat{\mathbf s}|=\sqrt{1-u^2}\,|\cos\varphi|$. The integral of $|\cos\varphi|$ over a full turn is 4, and the two signs of $u$ give a further factor 2. With $u=\sin t$, the remaining integral is

$$\int_0^{\pi/2}\!\frac{\cos^2t\,dt}{a_t+b\sin^2t}
=\frac1b\left[a_l\int_0^{\pi/2}\!\frac{dt}{a_t+b\sin^2t}-\frac\pi2\right]
=\frac{\pi}{2b}\left(\sqrt{\frac{a_l}{a_t}}-1\right).$$

The first equality uses $b\cos^2t=a_l-(a_t+b\sin^2t)$. The second uses the substitution $\tan t$, which gives $\pi/(2\sqrt{a_ta_l})$ for the inner integral. Since $a_l/a_t=1/\rho$,

$$\Sigma_{\rm eq}=-\frac{Ck_F}{2\pi^2}\,8\,\frac{\pi}{2b}\left(\rho^{-1/2}-1\right)=-\frac{Ck_F}{\pi}\,\frac{2(\rho^{-1/2}-1)}{b}.$$

Because $\Sigma$ is not constant on the ellipsoid, a self-consistent Hartree–Fock calculation would deform the Fermi surface. The deformation is of order $C$. The band energy is stationary at the original surface, so its cost is of order $C^2$, and the gain in exchange is also of order $C^2$. The first-order energy is unaffected.

## 8. Silicon at $10^{20}\ \mathrm{cm^{-3}}$

Silicon has six valleys. The rounded inputs are $m_t=0.19$ and $m_l=0.92$ free-electron masses and $\epsilon=12$, so $C=120$ meV nm and $\rho=0.2065$. The exchange factor is

$$\Phi=\frac{0.7688\times1.0990}{0.8908}\approx0.949 .$$

The valley factor is $6^{-1/3}=0.550$. Together they reduce exchange to 0.522 of its value in a single spherical valley of the same density and permittivity. Most of this reduction comes from the number of valleys.

With $n=0.1\ \mathrm{nm^{-3}}$, $k_F=(3\pi^2\times0.1/6)^{1/3}=0.790\ \mathrm{nm^{-1}}$, and

$$e_x=-\frac{3\times120\times0.790\times0.949}{4\pi}\ \mathrm{meV}\approx-21.5\ \mathrm{meV}.$$

The chemical potential shifts by $\tfrac43e_x\approx-29$ meV and the valley bottom by $\tfrac83e_x\approx-57$ meV. The Fermi energy is 74 meV, so with exchange alone the chemical potential lies about 45 meV above the unshifted valley bottom.

The energy was also computed without the scaling, by integrating the distance from each occupied $\mathbf k$ to the ellipsoid surface over all directions. The two values agree to the printed digits, as the numerical output below shows.

On the Fermi surface the self-energy is $-21$ meV at the tips and $-32$ meV on the equator. The weight $1/A$ is largest for transverse directions, where $A=a_t$. The factor $|\hat{\mathbf n}\cdot\hat{\mathbf s}|$ suppresses those directions at a tip and retains many of them on the equator.

**Exchange between valleys.** Another pocket contains $n/2\nu$ electrons per spin. With the pair-counting factor $\tfrac12$, it adds to the energy per electron

$$-\frac12\,4\pi C\,\frac{n}{2\nu}\left\langle\frac1{|\mathbf k-\mathbf k'|^2}\right\rangle=-\pi C\,\frac n\nu\left\langle\frac1{|\mathbf k-\mathbf k'|^2}\right\rangle ,$$

where $\mathbf k$ and $\mathbf k'$ are now measured from a common origin. The estimate uses unit overlap, the same $\epsilon$ and a single reciprocal-lattice image of each valley, at the smallest possible distance. The opposite valley gives $-0.6$ meV and the four perpendicular valleys together give $-0.2$ meV. The sum is about 4 percent of the intravalley exchange energy. Unit overlap makes the first of these numbers much too large for silicon. The nearest image of the opposite valley lies on the same axis, just beyond the zone boundary. There the lowest conduction band has a different symmetry under the screw axis of the crystal, so the overlap between the two valley centres is zero, and it stays small across the pockets. Since the opposite valley supplies most of the 4 percent, that figure is probably generous. It is not a strict bound. Each perpendicular valley has a second image at the same distance, which is left out along with all farther images, and $\epsilon$ is smaller at large momentum transfer, about 2 to 3 at the distance of the perpendicular valleys. With overlaps from empirical-pseudopotential Bloch functions, the farther images included and a model $\epsilon(q)$, the intervalley total is about $-0.6$ meV, or 3 percent, and about three quarters of it comes from the perpendicular valleys.

## 9. Lower density, and germanium

At $10^{19}\ \mathrm{cm^{-3}}$ the silicon shifts are smaller by $10^{1/3}$: about $-13$ meV for the chemical potential and $-27$ meV for the valley bottom. The Fermi energy falls by $10^{2/3}$, to 16 meV. The ratio

$$\frac{|\mu_x|}{E_F}=\frac{Ck_F\Phi}{\pi}\,\frac{2m_d}{\hbar^2k_F^2}=\frac{2m_dC\Phi}{\pi\hbar^2k_F}$$

therefore rises from 0.39 to 0.83. A first-order result is less trustworthy when its correction is comparable with the Fermi energy. This density is also less than three times the metal–insulator density of phosphorus-doped silicon, about $3.7\times10^{18}\ \mathrm{cm^{-3}}$, so the picture of a uniform degenerate gas is itself marginal here. The zero-temperature assumption also requires $k_BT\ll E_F$. At this density $E_F/k_B$ is about 185 K, so at liquid-nitrogen temperature $k_BT$ is already 0.4 of $E_F$. At $10^{20}\ \mathrm{cm^{-3}}$, $E_F/k_B$ is about 860 K. Room temperature is a third of that, so the values of Section 8 are also low-temperature values: at 300 K the first-order $\mu_x$ is about 12 percent smaller in magnitude and $e_x$ about a quarter smaller.

Germanium has four valleys, which are more elongated than those of silicon. The rounded inputs $m_t=0.08$, $m_l=1.6$ and $\epsilon=16$ give $\rho=0.05$ and $\Phi=0.838$. At $10^{19}\ \mathrm{cm^{-3}}$ the chemical potential shifts by about $-10$ meV and the valley bottom by $-20$ meV. The ratio of these shifts to those of silicon is

$$\frac{12}{16}\times\frac{0.838}{0.949}\times\frac{0.630}{0.550}\approx0.76 .$$

The last two factors nearly cancel: stronger anisotropy weakens exchange, and fewer valleys strengthen it. The remaining difference between the two materials comes from the permittivity.

## 10. What these shifts leave out

The values are the exchange part of the gap narrowing in this model. Correlation among the electrons is missing, and it includes the screening of exchange by the electrons themselves. This is not a small correction, even at the higher density. The Thomas–Fermi screening wave number, $q_{TF}=\sqrt{4\pi C\cdot 3n/2E_F}$, is about $1.7\ \mathrm{nm^{-1}}$ for silicon at $10^{20}\ \mathrm{cm^{-3}}$, more than twice $k_F$. In the random-phase approximation for the same six valleys the correlation energy is about $-13$ meV per electron, some 60 percent of the exchange energy. The response of the electron gas to a hole, which moves the valence edge, is missing too. So is the potential of the randomly placed donors, which shifts and broadens the band edges. None of the shifts above should therefore be compared alone with a measured gap narrowing.

## Computed values

```
Silicon, rounded inputs: valleys 6
mt = 0.19, ml = 0.92 (free-electron masses)
relative permittivity = 12.0
C = e^2/(4 pi eps0 eps) = 120.00 meV nm
rho = mt/ml = 0.2065
density-of-states mass per valley = 0.3214 m_e
rho^(1/6) = 0.7688
sqrt(1-rho) = 0.8908
arcsin(sqrt(1-rho)) = 1.0990 rad
exchange factor Phi = 0.9486
valley factor nu^(-1/3) = 0.5503
product of both factors = 0.5220
Silicon at n = 1e+19 cm^-3:
  kF (geometric mean) = 0.3668 nm^-1
  Fermi energy = 15.95 meV
  exchange energy per electron = -9.97 meV
  chemical-potential shift = -13.29 meV
  occupied-state mean self-energy = -19.93 meV
  valley-bottom shift = -26.58 meV
  Fermi energy plus exchange shift = 2.66 meV
Silicon at n = 1e+20 cm^-3:
  kF (geometric mean) = 0.7902 nm^-1
  Fermi energy = 74.02 meV
  exchange energy per electron = -21.47 meV
  chemical-potential shift = -28.63 meV
  occupied-state mean self-energy = -42.95 meV
  valley-bottom shift = -57.26 meV
  Fermi energy plus exchange shift = 45.39 meV
Checks and details for silicon at 1e20 cm^-3:
  semi-axes Kt, Kl = 0.6076, 1.3369 nm^-1
  energy by direct quadrature = -21.474 meV
  energy by formula = -21.474 meV
  surface self-energy, long-axis tip = -20.96 meV
  surface self-energy, equator = -31.91 meV
  surface mean by quadrature = -28.63 meV
  d(n e_x)/dn by quadrature = -28.63 meV
Intervalley estimate at 1e20 cm^-3, energy per electron:
  lattice constant input = 0.54 nm
  valley position input = 0.85 (2 pi/a)
  opposite valley = -0.62 meV
  four perpendicular valleys = -0.18 meV
  sum / intravalley exchange = 3.7 percent
Germanium, rounded inputs, n = 1e19 cm^-3: valleys 4
  mt = 0.08, ml = 1.6 m_e; permittivity 16
  rho = 0.0500, Phi = 0.8377
  valley factor = 0.6300
  Fermi energy = 30.93 meV
  chemical-potential shift = -10.08 meV
  valley-bottom shift = -20.15 meV
```
